# The percolation barrier that governs diffusion through a disordered three-dimensional network

An oxidant molecule dissolved in a disordered oxide network moves by squeezing from one cage to the next. The openings between cages differ, so the barriers differ, and when their spread is many times $kT$ the hop rates span many powers of ten. Over a limited temperature range the diffusivity may nevertheless be described by one activation energy. Which feature of the barrier distribution does that energy represent? A mean barrier gives weight to openings that the molecule can avoid, and the largest barrier matters only if it cannot be avoided. In three dimensions the answer is set by connectivity.

Take a simple cubic network of cages with spacing $a$, all of the same energy, and oxidants dilute enough to move independently. The hop rate across bond $b$ is the same in both directions,

$$w_b=\nu e^{-\beta E_b},\qquad \beta=\frac1{kT},$$

with a temperature-independent attempt frequency $\nu$. The barriers are independent draws from a density $f(E)$ that is bounded and confined to a finite range. Let $p(E)=\int_{E'<E}f(E')\,dE'$ be the fraction of barriers below $E$. If bonds are opened at random, an infinite connected cluster appears when the open fraction passes $p_c\approx0.2488$, the bond percolation threshold of this lattice. Define the critical barrier by

$$p(E_c)=p_c ,$$

and let $f$ be positive around $E_c$. The statement to be shown is

$$\lim_{T\to0}\left[-kT\ln\frac{D}{\nu a^2}\right]=E_c, \tag{1}$$

where $D$ is the diffusivity of the infinite network. The size goes to infinity first, the temperature to zero second.

The first task is to express $D$ through the rates. Repeat a cell of $N=L^3$ cages periodically. The occupation probabilities obey $\dot p_i=\sum_j w_{ij}(p_j-p_i)$. A slowly varying mode has the form $p_i=e^{ikax_i}u_i e^{-\lambda t}$, with $x_i$ the coordinate in units of $a$ and $u_i$ periodic. Let bond $b$ run from $i$ to $j$, with $d_b=1$ if it points along $x$ and $d_b=0$ otherwise. Multiplying the mode equation by $u_i^*$ and summing over sites collects the four terms of each bond into a square, so the slowest rate is

$$\lambda(k)=\min_u\frac{\sum_b w_b\,|e^{ikad_b}u_j-u_i|^2}{\sum_i|u_i|^2}.$$

At $k=0$ the minimum is zero, reached by constant $u$. For small $k$ write $u_i=1+ika\varphi_i+O(k^2)$. Then $e^{ikad_b}u_j-u_i=ika(d_b+\varphi_j-\varphi_i)+O(k^2)$, while the denominator is $N$ to leading order. Diffusion means $\lambda=Dk^2$, hence

$$D=\frac{a^2}{N}\min_\varphi\sum_b w_b g_b^2,\qquad g_b=d_b+\varphi_j-\varphi_i. \tag{2}$$

This is the power dissipated in a resistor network with conductances $w_b$ under a unit mean potential gradient. Setting the derivative with respect to $\varphi_i$ to zero gives current conservation at site $i$. If all rates equal $w$, $\varphi=0$ satisfies this condition, there is one $x$-bond per site, and $D=a^2w$.

At fixed $T$ all rates lie between two positive bounds. For such independent rates it is a known result of homogenization theory, taken here as given, that the large-size $D$ is the same for a periodic cell and for a cube between two electrodes. Each geometry suits one of the two bounds that follow.

For the lower bound, choose $E_+>E_c$ and call bonds with $E_b\le E_+$ open. Their fraction $p_+$ exceeds $p_c$. Place a cube between electrodes at $x=0$ and $x=L$, with potentials $0$ and $L$. The percolation input is that above threshold the cube contains, with probability tending to one, at least $M=cL^2$ open crossings that share no bonds, where $c>0$ depends on $p_+$ and not on $T$. Along crossing $m$, with $\ell_m$ bonds, the potential steps $g_b$ add up to $L$. The Cauchy–Schwarz inequality gives

$$L^2=\Big(\sum_{b\in m}g_b\Big)^2\le \ell_m\sum_{b\in m}g_b^2 .$$

Every rate on the crossing is at least $w(E_+)=\nu e^{-\beta E_+}$, so the total power is at least $w(E_+)L^2\sum_m1/\ell_m$. A second use of the same inequality gives $M^2\le\sum_m\ell_m\sum_m1/\ell_m$. The crossings together use no more than the $3L^3$ bonds of the cube, so $\sum_m1/\ell_m\ge M^2/(3L^3)=c^2L/3$. Dividing the power by $L^3$ yields

$$D\ge a^2w(E_+)\,\frac{c^2}{3}.$$

The constant can be improved. Equation (2) shows that lowering any $w_b$ cannot raise $D$, because it cannot raise the sum for any fixed $\varphi$. Removing the closed bonds and slowing the open ones to $w(E_+)$ therefore gives

$$D\ge a^2w(E_+)\,\sigma(p_+), \tag{3}$$

where $\sigma(p)$ is the conductivity of a network with a fraction $p$ of unit conductors and the rest missing. The crossing argument shows that $\sigma(p_+)\ge c^2/3>0$.

For the upper bound, choose $E_-<E_c$ and group the sites into clusters joined by bonds with $E_b\le E_-$. Their fraction $p_-$ is below $p_c$, and in a large periodic cell no cluster closes on itself around the cell, with probability tending to one. Any $\varphi$ inserted in (2) gives an upper bound. Let $\varphi_i$ be the $x$-displacement from site $i$ to a reference site of its cluster. A step along a fast bond changes the coordinate by $d_b$ and $\varphi$ by $-d_b$, so $g_b=0$ there. The fast bonds dissipate nothing, however fast they are. On the remaining bonds $w_b\le w(E_-)$, and therefore

$$D\le a^2w(E_-)\,s(p_-),\qquad s=\frac1N\sum_{E_b>E_-}g_b^2. \tag{4}$$

To see that $s$ stays finite, let $r_i$ be the extent of the cluster of site $i$ along $x$. Then $|g_b|\le1+r_i+r_j$ and $g_b^2\le3(1+r_i^2+r_j^2)$. With three bonds per site and six bonds meeting at each site, $s\le9+18\langle r^2\rangle$. The second percolation input is that cluster sizes below threshold have an exponentially decaying distribution, so $\langle r^2\rangle$ is finite.

Taking logarithms of (3) and (4) and multiplying by $-kT$ reverses the inequalities:

$$E_--kT\ln s(p_-)\;\le\;-kT\ln\frac{D}{\nu a^2}\;\le\;E_+-kT\ln\sigma(p_+). \tag{5}$$

Neither $s$ nor $\sigma$ depends on temperature. As $T\to0$ the quantity in the middle is confined between $E_-$ and $E_+$, and these may be chosen as close to $E_c$ as desired. This proves (1). Barriers well above $E_c$ are bypassed; barriers well below it join cages into islands, but the islands do not connect across the sample.

The constants deteriorate as $E_\pm$ approach $E_c$, and this limits how tightly the bounds enclose $E_c$ at a given temperature. Suppose, as an additional assumption, that $\sigma(p)\ge C(p-p_c)^t$ just above threshold, and let $f=1/W$ be uniform over a width $W$. With $E_+=E_c+\delta$ the right side of (5) is at most $E_c+\delta-kT\ln C-t\,kT\ln(\delta/W)$. Its derivative with respect to $\delta$ vanishes when $1-t\,kT/\delta=0$, that is at $\delta=t\,kT$. The bound then exceeds $E_c$ by

$$t\,kT\left[1+\ln\frac{W}{t\,kT}\right]-kT\ln C .$$

The best upper bound of this form uses barriers up to $t\,kT$ above $E_c$, and the permitted excess vanishes slowly, as $kT\ln(W/kT)$.

An Arrhenius plot gives a local slope, which is a different quantity. Differentiate (2) with respect to $\beta$. The change of the minimizing $\varphi$ contributes nothing, since the sum is stationary in $\varphi$, and $dw_b/d\beta=-E_bw_b$. Hence

$$E_{\rm app}=-\frac{d\ln D}{d\beta}=\frac{\sum_bE_bw_bg_b^2}{\sum_bw_bg_b^2}. \tag{6}$$

The apparent barrier is the mean barrier weighted by dissipated power. In the three-dimensional network at low temperature, fast bonds have little weight because the potential drop across them is small, slow bonds because they carry little current. At $\beta=0$ all rates equal $\nu$, only $x$-bonds dissipate, and $E_{\rm app}$ is the ordinary mean barrier. The mean is therefore the correct answer in the opposite limit, $kT$ much larger than the spread. Since $D=\nu a^2$ at $\beta=0$, integration of (6) gives

$$-kT\ln\frac{D}{\nu a^2}=\frac1\beta\int_0^\beta E_{\rm app}(\beta')\,d\beta'. \tag{7}$$

Equation (1) thus fixes the limit of this running average. If the local slope itself has a limit, that limit must also be $E_c$.

For numbers, take round model parameters: barriers uniform between 0.4 and 1.6 eV, $a=0.5$ nm and $\nu=10^{13}$ s$^{-1}$, so that $\nu a^2=2.5\times10^{-6}$ m$^2$/s. The critical barrier is

$$E_c=0.4+1.2\times0.2488=0.699\ \text{eV},$$

against a mean of 1.0 eV. Equation (2) was solved as a sparse linear system for six random periodic cells of $12^3$ cages. Below, $D$ is the geometric mean over the cells and $E_{\rm app}$ the average of (6).

| $T$ (K) | $D$ (m$^2$/s) | $-kT\ln(D/\nu a^2)$ (eV) | $E_{\rm app}$ (eV) |
|---|---|---|---|
| 1200 | $6.2\times10^{-10}$ | 0.858 | 0.772 |
| 1000 | $1.4\times10^{-10}$ | 0.843 | 0.759 |
| 800 | $1.6\times10^{-11}$ | 0.825 | 0.747 |
| 600 | $4.4\times10^{-13}$ | 0.804 | 0.738 |

The standard error of $E_{\rm app}$ over the six cells is 0.003 to 0.005 eV, and $D$ at 600 K is uncertain by about 7%. Other samples move the 600 K row by a similar amount: 24 cells with $L=12$ give $4.6\times10^{-13}$ m$^2$/s and 0.733 eV, and six cells with $L=18$ give $4.7\times10^{-13}$ m$^2$/s and 0.730 eV, about 0.6 $kT$ above $E_c$. At 1000 K the slope moves by only about 0.002 eV. The apparent barrier falls towards $E_c$ on cooling and exceeds it by 0.70 to 0.76 $kT$. The third column lies higher because, by (7), it averages over all higher temperatures, beginning at the mean barrier of 1.0 eV.

The prefactor matters for the size of $D$. At 1000 K, $\nu a^2e^{-E_c/kT}=7.5\times10^{-10}$ m$^2$/s is 5.3 times the computed $D$, while the mean barrier gives $2.3\times10^{-11}$ m$^2$/s, which is too small by a factor of 6.2. Judged by magnitude alone at this temperature, the two estimates are almost equally poor. The slope separates them: 0.76 eV is 0.06 eV from $E_c$ and 0.24 eV from the mean. The largest barrier gives $2.2\times10^{-14}$ m$^2$/s, too small by a factor of more than 6000.

The bounds can be evaluated in the same cells. With $p_+=0.35$ one has $E_+=0.82$ eV and $\sigma=0.058$; with $p_-=0.15$, $E_-=0.58$ eV and $s=2.7$ (geometric means over the cells). At 600 K, where $kT=0.0517$ eV, (5) becomes

$$0.58-0.0517\ln2.7=0.53\ \text{eV},\qquad 0.82-0.0517\ln0.058=0.97\ \text{eV}.$$

The interval is wide, but it contains 0.804 eV and excludes the mean.

Finite size limits the comparison. When bonds are opened in order of increasing barrier, a cluster first closes around these six cells along $x$ at an average open fraction of 0.265, corresponding to 0.718 eV instead of 0.699 eV. The closing fraction does not by itself tell how much $E_{\rm app}$ changes with size, and the table uses one cell size only, so the coefficient near 0.7 should not be read as an infinite-network value. Part of the value 0.265 is sampling: a mean over six such cells scatters by about 0.007, and 80 cells with $L=12$ average 0.256. The average shift shrinks with size: the mean closing fraction is 0.261 for 200 cells with $L=8$ and 0.253 for 40 cells with $L=24$, with standard deviations of 0.023 and 0.006. Extrapolating the mean linearly to zero standard deviation gives 0.250, close to the threshold used.

Altering selected barriers tests the connectivity argument. At 600 K, blocking the slowest half of the bonds, all those above 1.0 eV, lowers $D$ by 1%. Reducing the fastest tenth to the minimum barrier of 0.4 eV raises it by 1.5%. Blocking another tenth, the bonds ranked between 0.2 and 0.3 of the distribution, lowers $D$ to 0.13 of its value. The theory predicts a somewhat larger reduction. With those bonds missing, the open fraction up to rank $q>0.3$ is $q-0.1$, so the critical rank moves from 0.249 to 0.349 and the critical barrier rises by $1.2\times0.1=0.12$ eV. The expected factor is $e^{-0.12/0.0517}=0.098$ if the prefactor does not change. This test does not single out the bonds near $E_c$. The same counting applies to any tenth below threshold: blocking the fastest tenth lowers $D$ to about 0.10, and lowering the slowest tenth to 0.4 eV raises $D$ about tenfold. What matters is how many bonds are open below a given energy. The bonds that set the slope are identified by the weights in (6): at 600 K about three quarters of the dissipation falls on ranks 0.2 to 0.4, about 2% on the fastest tenth and about 1% on the slowest half.

A different density over the same range tests whether the apparent barrier follows the percolation quantile and not a fixed position in the range. Let $f$ rise linearly from zero at 0.4 eV, so that $p(E)=[(E-0.4)/1.2]^2$ with $E$ in eV. Then $E_c=0.4+1.2\sqrt{0.2488}=0.999$ eV, and the mean is $0.4+1.2\times\tfrac23=1.2$ eV. The computed slope at 600 K is 1.044 eV, again slightly above $E_c$.

The largest barrier regains control when there is no way around it. In a chain the current $J=w_bg_b$ is the same through every bond, and the steps $g_b$ add up to $N$, so $J\sum_b1/w_b=N$. Equation (2) then gives $D=(a^2/N)\sum_bJg_b=a^2J$, or

$$D_{\rm chain}=\frac{a^2}{\langle1/w\rangle}=\nu a^2\,\frac{\beta W}{e^{\beta E_{\max}}-e^{\beta E_{\min}}}$$

for the uniform density. Its logarithmic derivative is

$$E_{\rm app}^{\rm chain}=E_{\max}-kT+\frac{W}{e^{\beta W}-1},$$

which tends to $E_{\max}$ on cooling. At 1000 K it is 1.51 eV and $D_{\rm chain}=3.0\times10^{-13}$ m$^2$/s, about 470 times below the three-dimensional value for the same barriers.

Unequal cage energies $\varepsilon_i$ also change the result. Let $S_b$ be the saddle energy, so that the rate out of cage $i$ is $\nu e^{-\beta(S_b-\varepsilon_i)}$. Writing $p_i=z_iv_i$ with $z_i=e^{-\beta\varepsilon_i}$ makes the flux across a bond $\nu e^{-\beta S_b}(v_i-v_j)$. The derivation of (2) then goes through for $v$ with $w_b=\nu e^{-\beta S_b}$, except that the denominator becomes $\sum_iz_i|v_i|^2$, and $D$ is divided by $\langle z\rangle$. If the saddle energies are independent with critical value $S_c$, and the cage energies extend down to $\varepsilon_{\min}$, then $kT\ln\langle z\rangle\to-\varepsilon_{\min}$ and the low-temperature activation energy is $S_c-\varepsilon_{\min}$: the percolation saddle measured from the deepest cages, where the oxidant spends most of its time.

Correlations between neighbouring barriers call for a further change. The threshold must then be that of the correlated network, and the value 0.2488 no longer applies in general.
